\section*{Why equal implant doses can leave unequal damage}

\section{Two wafers, one dose}

Two identical crystalline wafers are held at 300 K and implanted with the same ions at the same energy. Each receives $3\times10^{13}$ ions per cm$^2$. The first implant takes 300 s, the second 3 s. Every ion sets off a collision cascade that displaces atoms along its path, and both wafers have received the same number of cascades per unit area. It seems to follow that they carry the same damage.

The inference would be sound if damage, once made, stayed as it was. At a temperature where displaced atoms can return to lattice sites during the implant, a damaged zone has a finite lifetime. What becomes of it then depends on whether another cascade arrives before it has recovered, and the waiting time between cascades is set by the dose rate, not by the dose.

A simple model with this competition has three ingredients. A cascade damages an area $a$, seen along the beam. Damage from one cascade is labile: it recovers at a rate $r$. If a second cascade covers a point that is still labile, the damage there becomes stable at the implant temperature. This last assumption represents the conversion of overlapping damage into a form, such as an amorphous region, that no longer recovers on the time scale of interest.

The beam is uniform and steady, with flux $F$ (ions per area and time), and the temperature $T$ is fixed. Depth dependence and migration of defects from one zone to another are left out. Centimetres, seconds, electronvolts and kelvins are used, since they are the natural units of the process.

\section{The equations at one point}

Choose a point of the surface. It is hit whenever an ion lands within the area $a$ around it. Ions land independently and uniformly, so the hits form a Poisson process with rate
\begin{equation}
h=aF .
\end{equation}
After an implant time $t$ the dose is $\Phi=Ft$, and the mean number of hits is
\begin{equation}
x=ht=a\Phi .
\end{equation}
Equal doses therefore mean equal $x$.

Let $p_0$, $p_1$ and $p_2$ be the probabilities that the point is crystalline, labile and stably damaged. On a uniformly implanted wafer they are also the expected area fractions. A hit takes a crystalline point to the labile state and a labile point to the stable state; recovery takes a labile point back to the crystalline state. Hence
\begin{align}
\frac{dp_0}{dt}&=-hp_0+rp_1,\\
\frac{dp_1}{dt}&=hp_0-(h+r)p_1,\\
\frac{dp_2}{dt}&=hp_1 .
\end{align}
Dividing by $h$ changes the variable from $t$ to $x$. With a prime for $d/dx$ and
\begin{equation}
\rho=\frac{r}{h}=\frac{r}{aF},
\end{equation}
the equations become
\begin{align}
p_0'&=-p_0+\rho p_1, \label{p0}\\
p_1'&=p_0-(1+\rho)p_1, \label{p1}\\
p_2'&=p_1. \label{p2}
\end{align}
The dose is now the independent variable, and the flux remains in the problem through $\rho$. This number compares the mean wait between hits, $1/h$, with the mean lifetime of labile damage, $1/r$. From the labile state, the next event is a hit rather than a recovery with probability $h/(h+r)=1/(1+\rho)$.

To solve the equations, let $u=p_0+p_1=1-p_2$ be the fraction not yet stable. Equation~\eqref{p2} gives $u'=-p_1$. Substituting $p_0=u-p_1$ in Eq.~\eqref{p1} gives
\begin{equation}
p_1'=u-(2+\rho)p_1 .
\end{equation}
With $p_1=-u'$ this reads $-u''=u+(2+\rho)u'$, or
\begin{equation}
u''+(2+\rho)u'+u=0 . \label{ode}
\end{equation}
The trial function $e^{-\lambda x}$ requires $\lambda^2-(2+\rho)\lambda+1=0$. The two roots $K>k$ satisfy
\begin{equation}
K+k=2+\rho,\qquad Kk=1,
\end{equation}
and the larger one is
\begin{equation}
K=1+\frac{\rho}{2}+\sqrt{\rho+\frac{\rho^2}{4}} .
\end{equation}
The wafer starts crystalline, so $u(0)=1$ and $u'(0)=-p_1(0)=0$. Writing $u=Ae^{-kx}+Be^{-Kx}$, these conditions are $A+B=1$ and $kA+KB=0$. They give $A=K/(K-k)$ and $B=-k/(K-k)$. Therefore
\begin{equation}
p_2=1-\frac{Ke^{-kx}-ke^{-Kx}}{K-k}. \label{stable}
\end{equation}
Differentiating $u$ and using $Kk=1$ gives
\begin{equation}
p_1=-u'=\frac{e^{-kx}-e^{-Kx}}{K-k}. \label{labile}
\end{equation}

\section{The counter-example in numbers}

Take the round parameters $a=10^{-13}$ cm$^2$ and $\Phi=3\times10^{13}$ cm$^{-2}$, so that $x=3$. Let recovery be thermally activated over a single barrier,
\begin{equation}
r=\nu e^{-E/k_BT}, \label{arr}
\end{equation}
with $E=0.80$ eV and $\nu=10^{13}$ s$^{-1}$. At 300 K this gives $r=0.3636$ s$^{-1}$, a mean lifetime of 2.75 s.

For the slow beam $F=10^{11}$ cm$^{-2}$s$^{-1}$ and $h=0.01$ s$^{-1}$: a point waits 100 s on average between hits, much longer than the damage lives. Here $\rho=36.36$, $K=38.331$ and $k=0.02609$. The term in $e^{-Kx}$ is negligible, and
\begin{equation}
p_2=1-\frac{38.331\,e^{-0.0783}}{38.305}=0.075 .
\end{equation}

For the fast beam $F=10^{13}$ cm$^{-2}$s$^{-1}$, and the mean wait is 1 s, shorter than the lifetime. Now $\rho=0.3636$, $K=1.8116$ and $k=0.5520$, so that
\begin{equation}
p_2=1-\frac{1.8116\,e^{-1.656}-0.5520\,e^{-5.435}}{1.2596}=0.727 .
\end{equation}

At equal dose and equal temperature, the fast beam leaves 9.7 times as much stable damage. If the wafers stay at 300 K after the beam stops, the labile remainder heals and these fractions are what lasts. If they are instead quenched at the end of the implant, the labile part is frozen in as well. Equation~\eqref{labile} gives $p_1=0.024$ for the slow beam and 0.148 for the fast one, so the total damage is then 0.099 and 0.875.

The difference can also be expressed as a dose. Solving $p_2=1/2$ numerically with Eq.~\eqref{stable} gives $2.66\times10^{14}$ cm$^{-2}$ for the slow beam and $1.86\times10^{13}$ cm$^{-2}$ for the fast one. The slow beam needs 14 times the dose to make half the area stable.

\section{The general statement}

The example is an instance of the following result.

\medskip
\noindent\textit{In this model, at fixed dose $\Phi>0$, fixed temperature and $r>0$, the stable fraction $p_2$ increases strictly with the flux $F$. So does the total damage $p_1+p_2$ present when the beam stops.}
\medskip

The first part can be proved without the solution, in a way that shows the cause. Suppose a point receives $n$ hits, at the values $x_1<x_2<\dots<x_n$ of the dose variable, with gaps $\Delta_i=x_{i+1}-x_i$. The statistics of these positions do not involve the flux: on the $x$ axis, the hits form a Poisson process of unit density. The flux fixes the real time that each gap lasts, $\Delta_i/h$. Labile damage survives such a gap with probability
\begin{equation}
e^{-r\Delta_i/h}=e^{-\rho\Delta_i}.
\end{equation}

The point escapes stable damage if its labile damage recovers in every gap. After each such recovery the next hit finds a crystalline point and starts a new, independent lifetime, so the probabilities multiply:
\begin{equation}
P(\text{not stable}\mid x_1,\dots,x_n)=\prod_{i=1}^{n-1}\left(1-e^{-\rho\Delta_i}\right). \label{prod}
\end{equation}
For $n=0$ or $n=1$ there is no gap and the probability is 1. Averaging over the Poisson number of hits and over their positions gives
\begin{equation}
1-p_2=e^{-x}\left[1+x+\sum_{n=2}^{\infty}\frac{x^n}{n!}
\left\langle\prod_{i=1}^{n-1}\left(1-e^{-\rho\Delta_i}\right)\right\rangle_n\right]. \label{avg}
\end{equation}
Each factor has the derivative $\Delta_ie^{-\rho\Delta_i}>0$ with respect to $\rho$. Two or more hits have nonzero probability, so the right side increases strictly with $\rho$, and $p_2$ decreases strictly with $\rho$. Since $\rho=r/(aF)$ falls as $F$ rises, the first part is proved.

The exponential lifetime is not essential here. If $S(t)$ is the probability that labile damage survives for a time $t$, the factors become $1-S(\Delta_i/h)$. A survival probability cannot increase with time, so shortening the gaps cannot lower $p_2$. The increase is strict if $S$ falls strictly with $t$.

For the second part, order the states as $0<1<2$. Represent recovery by random attempts of density $\rho$ on the $x$ axis, each of which succeeds if the point is labile and otherwise does nothing. A larger ratio $\rho'$ is obtained by keeping these attempts and adding independent ones of density $\rho'-\rho$.

A hit acts as $0\to1$, $1\to2$, $2\to2$, and an attempt acts as $0\to0$, $1\to0$, $2\to2$. Both preserve order: of two points, the one in the higher or equal state remains so when both undergo the same event. An added attempt never raises a state. Hence the point with added attempts can never be above the one without them, and $p_0$ cannot decrease when $\rho$ grows. It increases strictly, because there is a nonzero chance of exactly one hit followed by an added attempt and no original one. So $p_1+p_2=1-p_0$ falls with $\rho$ and rises with $F$.

\section{What ``less recombination'' means}

A higher dose rate is said to allow less recombination between overlapping cascades. In this model, that recombination takes place inside a damaged zone, during the wait for the next cascade that overlaps it. In a real wafer, defects that migrate between zones can contribute as well. That process is outside the model and need not follow the same trend: where mobile vacancies and interstitials annihilate in pairs, a higher flux raises their concentrations and can raise the share that recombines. The mean number of recoveries per point during the implant is
\begin{equation}
R=\int_0^t rp_1\,dt=\rho\int_0^x p_1\,dy=\rho\,p_2(x), \label{R}
\end{equation}
where the last step uses Eq.~\eqref{p2}. One factor falls with the flux and the other rises, so this form does not show the trend. Equation~\eqref{p0} does: it gives $\rho p_1=p_0'+p_0$, and integration from $p_0(0)=1$ yields
\begin{equation}
R=p_0(x)-1+\int_0^xp_0\,dy . \label{Rb}
\end{equation}
At every dose $p_0$ falls when the flux rises, so $R$ falls too.

In the example, Eq.~\eqref{R} gives $36.36\times0.07465=2.71$ recoveries per point for the slow beam and $0.3636\times0.727=0.264$ for the fast one. Part of this drop arises because under the fast beam a point turns from crystalline to labile less often: many of the hits fall on points that are already damaged. The mean number of such turns per point is $N=\int_0^xp_0\,dy$, because crystalline points are hit at unit rate in $x$. By Eq.~\eqref{Rb},
\begin{equation}
N=R+1-p_0,\qquad \frac{R}{N}=1-\frac{1-p_0}{N}.
\end{equation}
With $1-p_0=0.099$ and 0.875, $N$ is 2.81 for the slow beam and 1.14 for the fast one. Of all the times a point becomes labile, the fraction that ends in recovery during the implant is thus 96\% against 23\%. This counts points, not whole cascade zones: a zone can be overlapped in one part and recover in the rest. This fraction also falls with flux in general, since a higher flux raises $1-p_0$ and lowers $N$.

The comparison is made at equal dose, not per unit time. The slow beam has $2.71/300=0.009$ recoveries per point and second, the fast beam $0.264/3=0.088$. Recombination goes on faster in the wafer with more damage, but it has a hundredth of the time to act.

\section{Where the rate matters and where it does not}

\subsection{Low temperature}

When $\rho\to0$, labile damage outlives every gap. The product in Eq.~\eqref{avg} vanishes for $n\ge2$, which leaves
\begin{equation}
p_2\to1-(1+x)e^{-x}, \label{cold}
\end{equation}
the probability of at least two hits. The flux has dropped out, and equal doses do leave equal damage. For $x=3$ the limit is 0.801.

\subsection{High temperature}

When $\rho\gg1$, the roots are $K\approx\rho$ and $k=1/K\approx1/\rho$. If also $\rho x\gg1$, the term in $e^{-Kx}$ can be dropped from Eq.~\eqref{stable}, and $K/(K-k)=1/(1-k^2)\approx1$. Then $p_2\approx1-e^{-x/\rho}$, and for $x\ll\rho$
\begin{equation}
p_2\approx\frac{x}{\rho}=\frac{a^2\Phi F}{r}. \label{hot}
\end{equation}
To leading order the stable damage is proportional to the dose times the dose rate. The factors have a direct reading: each point is hit $a\Phi$ times, nearly always while crystalline, and once labile it is hit again before it recovers with the small probability $aF/r$. The relative effect of the flux is now large, but the damage itself is small. How well this proportionality holds over a given range of flux depends on the single recovery rate assumed here. If the barrier varies from cascade to cascade, the damage still rises with the flux, but it can rise much more slowly: with a Gaussian spread of 0.1 eV about 0.80 eV, the fast beam at 350 K leaves about 8 times the stable damage of the slow one, instead of about 90 times.

\subsection{Between the limits}

Equation~\eqref{stable} with the rate~\eqref{arr} gives the following stable fractions at the common dose.

\begin{center}
\begin{tabular}{rll}
$T$ (K) & slow beam & fast beam\\
\hline
200 & 0.801 & 0.801\\
250 & 0.785 & 0.801\\
300 & 0.075 & 0.727\\
350 & 0.00099 & 0.088\\
400 & 0.000036 & 0.0036
\end{tabular}
\end{center}

At 200 K both beams have reached the limit~\eqref{cold}. At 400 K the ratio of the damage is 99.5, close to the flux ratio of 100 that Eq.~\eqref{hot} predicts. The absolute difference is close to zero at both ends of the table and much larger between them, so it has a maximum at an intermediate temperature. In steps of 1 K from 200 to 400 K, the largest difference is 0.65, at 300 K. That position belongs to the chosen parameters; a different barrier would move it.

\subsection{Low and high dose}

The dose matters as well. At $x=0$, Eq.~\eqref{ode} gives $u''=-1$, and its derivative gives $u'''=-(2+\rho)u''-u'=2+\rho$. The Taylor series of $p_2=1-u$ is therefore
\begin{equation}
p_2=\frac{x^2}{2}-\frac{(2+\rho)x^3}{6}+\dots
\end{equation}
The leading term is the chance of two hits, and the flux first enters at third order. When $x\ll1$ and $\rho x\ll1$, the whole implant is shorter than the lifetime of the damage, and the dose alone fixes the result to leading order. At the other extreme, $x\to\infty$ at fixed $\rho$, Eq.~\eqref{stable} gives $p_2\to1$ for any flux. Two saturated wafers look alike, though they needed different doses to saturate.

\section{Temperature can hide or reverse the effect}

Since flux and temperature enter through $\rho$ alone, one can offset the other. Let the flux be multiplied by $q$ and the temperature changed from $T_1$ to $T_2$. At equal dose the damage is unchanged if $r(T_2)=q\,r(T_1)$. With Eq.~\eqref{arr},
\begin{equation}
e^{-E/k_BT_2+E/k_BT_1}=q
\quad\Longrightarrow\quad
\frac1{T_2}=\frac1{T_1}-\frac{k_B\ln q}{E}.
\end{equation}
For $q=100$, $T_1=300$ K and $E=0.80$ eV, this gives $T_2=352.5$ K. A fast implant held 52.5 K warmer than the slow one leaves the same damage, and one held warmer still leaves less.

This can matter in a comparison of dose rates, because at fixed ion energy a hundredfold flux also brings a hundredfold beam power. The energy deposited at equal dose is the same, which bounds the heating. For the dose of the example and a silicon wafer 725 $\mu$m thick that loses no heat, the rise is about 4 K for 100 keV ions and reaches 50 K only above 1 MeV; larger doses raise the bound in proportion. If the wafer is allowed to heat, the measured difference mixes two opposite effects. The statement proved above is for equal temperature.

\section{Conditions on the result}

In this model, the effect needs damage that can recover. If every single cascade left stable damage, the damaged fraction would be the probability of at least one hit, $1-e^{-x}$, at any flux. For $x=3$ this is 0.950 for both wafers.

If the wafer stays at the implant temperature, a lasting effect also needs a process that makes surviving damage stable. Suppose a second hit merely left the point labile, with the same recovery rate. Then $p_1'=(1-p_1)-\rho p_1$, and with $p_1(0)=0$
\begin{equation}
p_1=\frac{1-e^{-(1+\rho)x}}{1+\rho}.
\end{equation}
At the end of the implant this still depends on the flux. Once the beam is off, however, it decays as $e^{-rt}$, and a wafer kept at temperature loses the difference together with the damage. A quench would preserve it.

The flux in the formulas is that of a steady beam. If the beam is scanned or pulsed, the waits between hits at a point depend on the time pattern. The average flux can replace $F$ if the pattern repeats many times within both the lifetime $1/r$ and the mean wait between hits. For slower patterns it is not enough in general. The argument based on Eq.~\eqref{prod} still covers one comparison: if the same pattern is run through faster at equal dose, every wait shortens by the same factor, and the stable damage rises.

To predict damage in this model, one therefore needs the dose through $a\Phi$ and the dose rate and temperature through $r(T)/(aF)$. The dose suffices when the lifetime of labile damage is much longer than the implant, or when there is no labile damage at all.

Numerical values quoted here were computed with a short program.
